\section*{The best long-range delay when the proton coherence relaxes}

\section{The problem}

A long-range correlation experiment such as HMBC begins by exciting a proton $I$ and then waiting for a delay $\Delta$. During this delay a small coupling $J$ to a distant heteronucleus $S$, for example a carbon-13 nucleus, produces antiphase proton coherence. A pulse on $S$ turns that coherence into multiple-quantum coherence, from which the correlation signal is later obtained. A longer delay gives the coupling more time to act, but also gives the proton coherence more time to decay.

The relative amplitude of the useful coherence at the end of the delay is
\begin{equation}
f(\Delta)=\sin(\pi J\Delta)\,e^{-\Delta/T_2},\qquad \Delta\ge 0 ,
\label{eq:f}
\end{equation}
where $T_2$ is the transverse relaxation time of the proton. The coupling $J$ is in hertz, times in formulas are in seconds, and angles are in radians. We take $J>0$; a negative coupling reverses the sign of the signal, so $|J|$ then replaces $J$ in the search for the largest magnitude.

\begin{enumerate}
\item[(a)] Explain where the two factors in equation~(\ref{eq:f}) come from, and under what assumptions.
\item[(b)] Find the condition satisfied by the delay that maximises $f$, and solve it for $\Delta$.
\item[(c)] Show that the chosen solution is a maximum, and that no later delay gives a larger $|f|$.
\item[(d)] Evaluate the best delay and the amplitude for $J=5$ Hz and $T_2=100$ ms. Compare with the delay $1/(2J)$, which would be best without relaxation.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item For (a), let $S$ be in one of its two states, $m=+\tfrac12$ or $m=-\tfrac12$. The proton then precesses at a frequency shifted up or down by the coupling. What do the two precessing components have in common, and in what do they differ?
\item For (b), use the product rule and take out the exponential, which is never zero. Before dividing by a cosine, check that it cannot vanish at a solution.
\item For (c), the tangent is periodic, so there is more than one stationary point. Compare the values of $|f|$ at successive ones.
\item For (d), set the calculator to radians. The quantity $\pi JT_2$ is a pure number, and it is not itself the angle $\pi J\Delta$.
\end{enumerate}

\section{Full solution}

\subsection{(a) Growth by coupling, loss by relaxation}

Assume ideal pulses, weak coupling, and a proton coupled to $S$ alone. Couplings between protons would add further evolution during $\Delta$ and are left out. This is a real limit, because in organic molecules they are often as large as $J$ itself: one such coupling multiplies the antiphase term derived below by $\cos(\pi J_{\rm HH}\Delta)$, and for $J_{\rm HH}=7$ Hz with the values of part (d) that term first peaks near $32$ ms with an amplitude of about $0.27$. The delays found here apply to a proton without such partners. In angular-frequency units the coupling Hamiltonian is
\begin{equation}
H=2\pi J\,I_zS_z .
\end{equation}
Let the excitation pulse leave the proton in the state $I_x$. If $S$ has the quantum number $m=\pm\tfrac12$, the Hamiltonian acts on the proton as $2\pi Jm\,I_z$. This is a rotation about $z$ through the angle $2\pi Jm\Delta$:
\begin{equation}
I_x\longrightarrow I_x\cos(2\pi Jm\Delta)+I_y\sin(2\pi Jm\Delta).
\end{equation}
Since $2m=\pm1$, the angle is $\pm\pi J\Delta$. The cosine is even and has the same value for both states of $S$. The sine is odd and changes sign with $m$, so it equals $2m\sin(\pi J\Delta)$. Both states are covered at once by writing the operator $S_z$ for $m$:
\begin{equation}
I_x\longrightarrow I_x\cos(\pi J\Delta)+2I_yS_z\sin(\pi J\Delta).
\label{eq:evolution}
\end{equation}
The second term is the antiphase coherence: the proton components belonging to the two states of $S$ point in opposite directions. It contains $S_z$, which a $90^\circ$ pulse on $S$ can turn into a transverse operator, giving multiple-quantum coherence. The first term contains no $S$ operator and cannot be converted in this way.

To include relaxation, let $a$ and $b$ be the coefficients of $I_x$ and $2I_yS_z$, and assume that both coherences decay at the same rate $1/T_2$. Differentiating equation~(\ref{eq:evolution}) gives the coupling terms, to which the decay is added:
\begin{align}
\frac{da}{d\Delta}&=-\pi J\,b-\frac{a}{T_2},\\
\frac{db}{d\Delta}&=\phantom{-}\pi J\,a-\frac{b}{T_2}.
\end{align}
Put $a=\tilde a\,e^{-\Delta/T_2}$ and $b=\tilde b\,e^{-\Delta/T_2}$. The derivative of the exponential cancels the decay terms, leaving $\tilde a'=-\pi J\tilde b$ and $\tilde b'=\pi J\tilde a$. With $\tilde a(0)=1$ and $\tilde b(0)=0$, the solution is $\tilde a=\cos(\pi J\Delta)$, $\tilde b=\sin(\pi J\Delta)$. Hence $b=f(\Delta)$, as in equation~(\ref{eq:f}).

The equal decay rates are essential to this step. If longitudinal relaxation flipped $S$ appreciably during $\Delta$, the antiphase term would decay faster than the in-phase term, and no single exponential would cancel both decay terms, so the remaining equations would no longer describe a pure rotation at the rate $\pi J$. Equation~(\ref{eq:f}) therefore requires the longitudinal relaxation of $S$ to be negligible during the delay. Pure dephasing of $S$ does no harm here, because it leaves $S_z$ unchanged.

A resonance offset of the proton adds a term proportional to $I_z$ to the Hamiltonian. This term commutes with $I_zS_z$, so it produces a separate rotation through some angle $\varphi$:
\begin{equation}
2I_yS_z\longrightarrow 2I_yS_z\cos\varphi-2I_xS_z\sin\varphi .
\end{equation}
The sum of the squares of the two coefficients is unchanged. The offset alters the phase of the antiphase coherence and leaves its magnitude alone, so a single offset does not affect the best delay as long as the magnitude is what counts. A spread of offsets across the sample, as in an inhomogeneous field, is not included: it makes the summed coherence decay faster than $T_2$ alone implies, and its effect on the best delay depends on how far later $180^\circ$ pulses refocus it. Losses during later periods of fixed length multiply the signal by a factor independent of $\Delta$, and do not move the maximum either.

\subsection{(b) The stationary condition}

The product rule gives
\begin{align}
f'(\Delta)&=\pi J\cos(\pi J\Delta)\,e^{-\Delta/T_2}
-\frac{1}{T_2}\sin(\pi J\Delta)\,e^{-\Delta/T_2}\nonumber\\
&=e^{-\Delta/T_2}\left[\pi J\cos(\pi J\Delta)-\frac{1}{T_2}\sin(\pi J\Delta)\right].
\label{eq:fprime}
\end{align}
The exponential is positive at every finite delay, so $f'=0$ requires the bracket to vanish:
\begin{equation}
\pi J\cos(\pi J\Delta)=\frac{1}{T_2}\sin(\pi J\Delta).
\end{equation}
If the cosine were zero here, the sine would have to be zero too. That is impossible, because their squares add up to one. We may therefore divide by the cosine and multiply by $T_2$:
\begin{equation}
\boxed{\tan(\pi J\Delta)=\pi JT_2}
\label{eq:condition}
\end{equation}
The right-hand side is positive, so the smallest positive solution has $\pi J\Delta$ between $0$ and $\pi/2$. This is the range of the ordinary arctangent for a positive argument:
\begin{equation}
\Delta_{\rm opt}=\frac{\arctan(\pi JT_2)}{\pi J}.
\label{eq:opt}
\end{equation}

The condition has a direct physical reading. Dividing equation~(\ref{eq:fprime}) by $f$, where $f\neq0$, gives the relative rate of change
\begin{equation}
\frac{f'}{f}=\pi J\cot(\pi J\Delta)-\frac{1}{T_2}.
\label{eq:rates}
\end{equation}
The first term is the relative growth rate due to the coupling, and the second is the loss rate due to relaxation. At short delays the growth rate is large, because the sine starts from zero. It falls steadily and reaches zero at $\Delta=1/(2J)$, where the sine is at its peak. The loss rate is constant. The two balance before the peak of the sine. After that moment the loss outweighs the growth, and the amplitude falls to zero at $\Delta=1/J$. Part (c) shows that its magnitude never again reaches the first maximum.

\subsection{(c) Why the first solution is the one to use}

Write $A=\pi J$ and $R=1/T_2$ for short. Differentiating equation~(\ref{eq:fprime}) once more gives
\begin{align}
f''&=e^{-R\Delta}\left[-A^2\sin A\Delta-AR\cos A\Delta\right]
-R\,e^{-R\Delta}\left[A\cos A\Delta-R\sin A\Delta\right]\nonumber\\
&=e^{-R\Delta}\left[(R^2-A^2)\sin A\Delta-2AR\cos A\Delta\right].
\end{align}
Now add $2Rf'=e^{-R\Delta}[2AR\cos A\Delta-2R^2\sin A\Delta]$. The cosines cancel, and
\begin{equation}
f''+2Rf'=-(A^2+R^2)f .
\label{eq:ode}
\end{equation}
At a stationary point $f'=0$, so
\begin{equation}
f''=-\left[(\pi J)^2+\frac{1}{T_2^2}\right]f .
\label{eq:curv}
\end{equation}
At $\Delta_{\rm opt}$ the sine is positive, hence $f>0$ and $f''<0$. The point is a local maximum.

The tangent repeats after $\pi$, so all stationary points are
\begin{equation}
\Delta_n=\Delta_{\rm opt}+\frac{n}{J},\qquad n=0,1,2,\ldots
\end{equation}
Adding $n\pi$ to the angle multiplies the sine by $(-1)^n$, which does not change its magnitude. The exponential acquires the factor $e^{-n/(JT_2)}$. Therefore
\begin{equation}
|f(\Delta_n)|=f(\Delta_{\rm opt})\,e^{-n/(JT_2)},
\label{eq:lobes}
\end{equation}
and each extremum is weaker than the one before it. Since $f(0)=0$ and $f\to0$ at long delays, the largest value of $|f|$ is reached at a finite positive delay where $f\neq0$. There $f'=0$, so it must be one of the $\Delta_n$. By equation~(\ref{eq:lobes}) it is the first.

The height of the maximum follows from $x=\pi JT_2$. A right triangle with opposite side $x$ and adjacent side $1$ has hypotenuse $\sqrt{1+x^2}$, so the angle whose tangent is $x$ has the sine $x/\sqrt{1+x^2}$. The exponent is $\Delta_{\rm opt}/T_2=\arctan(x)/(\pi JT_2)=\arctan(x)/x$. Together,
\begin{equation}
f_{\max}=\frac{x}{\sqrt{1+x^2}}\;e^{-\arctan(x)/x}.
\label{eq:height}
\end{equation}
It depends on $J$ and $T_2$ through their product alone.

\subsection{(d) Numbers for $J=5$ Hz and $T_2=100$ ms}

The coupling gives $\pi J=15.708$ rad/s, and so
\begin{equation}
\pi JT_2=15.708\times0.100=1.5708 .
\end{equation}
This number equals $\pi/2$ because $JT_2=\tfrac12$ here. It is the tangent of the required angle, not the angle. The angle is
\begin{equation}
\pi J\Delta_{\rm opt}=\arctan(1.5708)=1.0039\ \text{rad},
\end{equation}
and the delay is
\begin{equation}
\Delta_{\rm opt}=\frac{1.0039}{15.708}\ \text{s}=0.0639\ \text{s}=63.9\ \text{ms}.
\end{equation}
A calculator in degree mode returns $57.52$ for the arctangent. Dividing that by $15.708$ rad/s would suggest a delay of several seconds, by which time the coherence would have vanished.

At the best delay the two factors of the amplitude are
\begin{equation}
f(\Delta_{\rm opt})=0.8436\times0.5278=0.445 .
\end{equation}
The sine has reached $84\%$ of its peak, while relaxation has left $53\%$ of the coherence. At $\Delta=1/(2J)=100$ ms the sine is $1$, but the decay factor is $e^{-1}$, so
\begin{equation}
f\!\left(\frac{1}{2J}\right)=0.368,\qquad
\frac{f(\Delta_{\rm opt})}{f(1/2J)}=1.21 .
\end{equation}
The shorter delay gives $21\%$ more amplitude, relative to that obtained at $1/(2J)$.

The balance of rates in equation~(\ref{eq:rates}) provides a check. At $63.9$ ms the growth rate $\pi J\cot(\pi J\Delta)$ is $10.00$ s$^{-1}$, equal to the loss rate $1/T_2=10.00$ s$^{-1}$. A search for the maximum on the numerically propagated two-spin density operator, which does not use equation~(\ref{eq:opt}), also gives $63.9$ ms. The next extremum lies $1/J=200$ ms later, at $263.9$ ms, and has only $0.135$ of the magnitude of the first.

The delay need not be set with great care. Any value between $47.8$ and $82.0$ ms keeps at least $95\%$ of the maximum. This window reaches $16.1$ ms below the optimum and $18.1$ ms above it. The asymmetry can be traced to the third derivative. Differentiating equation~(\ref{eq:ode}) and setting $f'=0$ gives
\begin{equation}
f'''=-2Rf''=2R(A^2+R^2)f_{\max}>0 .
\end{equation}
Near the maximum, the cubic term of the Taylor series therefore raises $f$ on the long side and lowers it on the short side, so the signal falls off more slowly towards longer delays. The tolerance matters when $J$ or $T_2$ is known only roughly.

\section{Variation 1: slower or faster relaxation}

\emph{Keep $J=5$ Hz and change $T_2$. What happens to the best delay when relaxation is very slow, and when it is very fast?}

For slow relaxation $x=\pi JT_2\gg1$. The identity $\arctan x=\pi/2-\arctan(1/x)$ and $\arctan(1/x)\approx1/x$ give
\begin{equation}
\Delta_{\rm opt}\approx\frac{1}{\pi J}\left(\frac{\pi}{2}-\frac{1}{\pi JT_2}\right)
=\frac{1}{2J}-\frac{1}{\pi^2J^2T_2}.
\end{equation}
The optimum approaches the relaxation-free delay from below. For $T_2=1000$ ms the correction is $1/(15.708^2\times1.000)$ s, about $4$ ms, which agrees with the value $96.0$ ms in the table.

For fast relaxation $x\ll1$, and $\arctan x\approx x-x^3/3$ gives
\begin{equation}
\Delta_{\rm opt}\approx\frac{x}{\pi J}\left(1-\frac{x^2}{3}\right)
=T_2\left(1-\frac{x^2}{3}\right).
\end{equation}
The best delay is now set by $T_2$ and hardly depends on the coupling. The sine is still in its linear region, so the signal is close to $\pi J\Delta\,e^{-\Delta/T_2}$, which peaks at $\Delta=T_2$. To leading order equation~(\ref{eq:height}) becomes $f_{\max}\approx\pi JT_2/e$: the achievable amplitude is small and proportional to $J$.

\begin{center}
\begin{tabular}{ccc}
\hline
$T_2$ (ms) & $\Delta_{\rm opt}$ (ms) & $f_{\max}$\\
\hline
30 & 28.0 & 0.167\\
50 & 42.4 & 0.265\\
100 & 63.9 & 0.445\\
200 & 80.4 & 0.638\\
500 & 91.9 & 0.825\\
1000 & 96.0 & 0.907\\
\hline
\end{tabular}
\end{center}

Between the limits, two bounds hold for every $x>0$. Because $\arctan x<\pi/2$, the best delay is shorter than $1/(2J)$. Because $\arctan x<x$, it is also shorter than $T_2$. The smaller of these two times is thus an upper bound on the delay. It is a good estimate in either limit, but not between them: for $T_2=100$ ms both equal $100$ ms, well above the optimum of $63.9$ ms.

\section{Variation 2: a second delay for refocusing}

\emph{Suppose that the antiphase coherence $2I_yS_z$ is restored later in the experiment, and that a second delay $\Delta$ turns it back into in-phase proton coherence before detection. Does the best delay change?}

During the second delay the coupling acts on the antiphase term. The equations for $a$ and $b$ in part (a), now started from $\tilde a=0$ and $\tilde b=1$, have the solution $\tilde a=-\sin(\pi J\Delta)$, $\tilde b=\cos(\pi J\Delta)$. With relaxation included,
\begin{equation}
2I_yS_z\longrightarrow\left[2I_yS_z\cos(\pi J\Delta)-I_x\sin(\pi J\Delta)\right]e^{-\Delta/T_2}.
\end{equation}
The wanted term $I_x$ carries the factor $-f(\Delta)$. The first delay has already contributed $f(\Delta)$, so the magnitude of the final in-phase signal is proportional to
\begin{equation}
g(\Delta)=f(\Delta)^2=\sin^2(\pi J\Delta)\,e^{-2\Delta/T_2}.
\end{equation}
Squaring preserves the order of non-negative numbers, so $g$ is largest where $|f|$ is largest. The best value of each delay is still $63.9$ ms for $J=5$ Hz and $T_2=100$ ms.

What changes is the price of a poor choice. The advantage over $1/(2J)$ is squared, from $1.21$ to $1.21^2\approx1.46$. The window from $47.8$ to $82.0$ ms, which kept at least $95\%$ of the maximum with one delay, now guarantees $0.95^2$, or about $90\%$. The maximum itself is also squared and so becomes smaller, because $f_{\max}<1$. With weak couplings and fast relaxation each delay contributes only about $\pi JT_2/e$, so this loss is severe. Leaving out the refocusing delay softens the second small factor but does not remove it. The receiver detects in-phase proton terms such as $I_x$, so $2I_yS_z$ gives a signal only as the coupling turns it into $I_x$ during acquisition, with the magnitude $|f(t)|$ at the acquisition time $t$. For $x<1$ the height of the magnitude spectrum at the centre of the line is $\int_0^\infty f\,dt=T_2\,x/(1+x^2)$, against $T_2$ for an unsplit in-phase line of unit amplitude. For $x\ll1$ the second factor is therefore about $x$ instead of $x/e$: larger by $e$, but still small and proportional to $J$.

\section*{Computed values}
\begin{verbatim}
Coupling J = 5.0 Hz
Relaxation time T2 = 100 ms
pi J = 15.708 rad/s
Loss rate 1/T2 = 10.00 s^-1
pi J T2 = 1.5708 (no unit)
Optimum angle pi J D_opt = 1.0039 rad
Optimum angle in degrees = 57.52 deg
Best delay D_opt (formula) = 63.91 ms
Best delay (spin dynamics) = 63.91 ms
Sine factor at D_opt = 0.8436
Decay factor at D_opt = 0.5278
Amplitude at D_opt = 0.4452
Relaxation-free delay 1/(2J) = 100.0 ms
Amplitude at 1/(2J) = 0.3679
Amplitude ratio, D_opt to 1/(2J) = 1.210
Rounded delay for rate check = 63.9 ms
Growth rate pi J cot(pi J D) there = 10.00 s^-1
Second derivative at D_opt (numerical) = -154.4 s^-2
Next extremum at = 263.9 ms
Its magnitude relative to the maximum = 0.1353
Shortest delay keeping 95% of maximum = 47.8 ms
Longest delay keeping 95% of maximum = 82.0 ms
J = 5 Hz, T2 = 30 ms: D_opt = 28.0 ms, amplitude = 0.167
J = 5 Hz, T2 = 50 ms: D_opt = 42.4 ms, amplitude = 0.265
J = 5 Hz, T2 = 200 ms: D_opt = 80.4 ms, amplitude = 0.638
J = 5 Hz, T2 = 500 ms: D_opt = 91.9 ms, amplitude = 0.825
J = 5 Hz, T2 = 1000 ms: D_opt = 96.0 ms, amplitude = 0.907
Largest formula-search delay difference = 3.7e-07 ms
\end{verbatim}
